# Finite-temperature occupation of an interface level coupled to a wide-band metal: test program

```python
"""Occupation of a level hybridised with a wide-band metal.

Result under test, per spin-orbital:
    n = 1/2 - Im psi(1/2 + (Gamma + i x)/(2 pi kT)) / pi
x     : level energy minus metal chemical potential (eV)
Gamma : half-width at half-maximum of the level (eV)
kT    : thermal energy (eV);  psi : digamma function
The T -> 0 limit is n = 1/2 - arctan(x/Gamma)/pi.
Energies are in eV, lengths in nm, sheet densities in nm^-2 internally.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import digamma, expit

K_B = const.k / const.e                         # eV/K
E_OVER_EPS0 = const.e / const.epsilon_0 * 1e9   # V nm


def occupation(x, gamma, kT):
    z = 0.5 + (gamma + 1j * x) / (2 * np.pi * kT)
    return 0.5 - np.imag(digamma(z)) / np.pi


def arctan_law(x, gamma):
    return 0.5 - np.arctan(x / gamma) / np.pi


def fermi(energy, kT):
    return expit(-energy / kT)


def slope(x, gamma, kT):
    """Minus the derivative of the occupation with respect to x, in 1/eV."""
    z = mp.mpc(0.5 + gamma / (2 * np.pi * kT), x / (2 * np.pi * kT))
    return float(mp.re(mp.psi(1, z))) / (2 * np.pi**2 * kT)


def level_average(func, x, gamma):
    """Average of func(energy) over the Lorentzian, energy = x + gamma tan."""
    centre = np.arctan(-x / gamma)
    value, _ = quad(lambda t: func(x + gamma * np.tan(t)) / np.pi,
                    -np.pi / 2, np.pi / 2, points=[centre],
                    limit=500, epsabs=1e-12, epsrel=1e-11)
    return value


def discrete_band_occupation(x, gamma, kT, half_width, n_states):
    """Diagonalize one level coupled to equally spaced band states."""
    spacing = 2 * half_width / n_states
    band = -half_width + spacing * (np.arange(n_states) + 0.5)
    h = np.diag(np.concatenate(([x], band)))
    h[0, 1:] = h[1:, 0] = np.sqrt(gamma * spacing / np.pi)
    energies, states = np.linalg.eigh(h)
    return float(np.sum(states[0]**2 * fermi(energies, kT)))


def pole_sum(a, b, terms=200000):
    """Sum over m >= 0 of b/((m+a)^2+b^2), with the integral of the tail."""
    m = np.arange(terms)
    return np.sum(b / ((m + a)**2 + b**2)) + b / (terms + a - 0.5)


def self_consistent(x, gamma, kT, coefficient):
    """Solve n = occupation(x + coefficient*n)."""
    return brentq(lambda n: n - occupation(x + coefficient * n, gamma, kT),
                  0.0, 1.0, xtol=1e-13)


# Rough typical inputs for a TiN/HfO2 gate contact
x0, gamma0, temperature = 0.10, 0.05, 300.0
distance, permittivity, density_cm2 = 0.3, 20.0, 3e13
density = density_cm2 * 1e-14
kT0 = K_B * temperature
n0 = occupation(x0, gamma0, kT0)
n_cold = arctan_law(x0, gamma0)
n_fermi = fermi(x0, kT0)

# Digamma law against the thermal integral, from broad to narrow levels
worst = 0.0
for x, g, temp in [(0.10, 0.05, 300), (-0.20, 0.10, 400), (0.03, 0.002, 300),
                   (0.50, 0.20, 77), (0.0, 0.05, 300), (0.15, 0.01, 600)]:
    thermal = K_B * temp
    direct = level_average(lambda e: fermi(e, thermal), x, g)
    worst = max(worst, abs(direct - occupation(x, g, thermal)))
assert worst < 1e-8

# Partial fractions of tanh, digamma series and Lorentzian average
a0 = 0.5 + gamma0 / (2 * np.pi * kT0)
b0 = x0 / (2 * np.pi * kT0)
assert abs(pole_sum(0.5, b0) - 0.5 * np.pi * np.tanh(np.pi * b0)) < 1e-9
assert abs(pole_sum(a0, b0) - np.imag(digamma(a0 + 1j * b0))) < 1e-9
w0 = np.pi * kT0
averaged = level_average(lambda e: e / (e * e + w0 * w0), x0, gamma0)
assert abs(averaged - x0 / (x0**2 + (gamma0 + w0)**2)) < 1e-8

# Model Hamiltonian: deviations must fall as the inverse bandwidth
widths = [5.0, 10.0, 20.0]
n_band = [discrete_band_occupation(x0, gamma0, kT0, w, int(100 * w))
          for w in widths]
deviation = [n - n0 for n in n_band]
assert 0.4 < deviation[2] / deviation[1] < 0.6
n_extrapolated = 2 * n_band[2] - n_band[1]
assert abs(n_extrapolated - n0) < 1e-4   # second order in inverse bandwidth

# Zero-temperature limit and first thermal correction, from quadrature
kT_low = K_B * 10.0
n_low = level_average(lambda e: fermi(e, kT_low), x0, gamma0)
thermal_factor = np.pi / 3 * gamma0 * x0 / (x0**2 + gamma0**2)**2
assert abs(n_low - n_cold) < 1e-4
assert abs((n_low - n_cold) / (thermal_factor * kT_low**2) - 1) < 2e-3

# Narrow-level limit and algebraic tail
assert abs(occupation(x0, 1e-7, kT0) - n_fermi) < 1e-5
x_far = 1.0
n_far = level_average(lambda e: fermi(e, kT0), x_far, gamma0)
tail = gamma0 / (np.pi * x_far)
assert abs(n_far / tail - 1) < 0.01

# Slope against finite differences of the thermal integral
step = 1e-3
n_plus = level_average(lambda e: fermi(e, kT0), x0 + step, gamma0)
n_minus = level_average(lambda e: fermi(e, kT0), x0 - step, gamma0)
slope0 = slope(x0, gamma0, kT0)
assert abs((n_minus - n_plus) / (2 * step) / slope0 - 1) < 1e-3
slope_max = slope(0.0, gamma0, kT0)
assert slope_max > slope0

# Lattice feedback: count solutions on both sides of the predicted threshold
relaxation_limit = 1 / (4 * slope_max)
trial = np.linspace(0, 1, 4000)
root_counts = []
for factor in (0.8, 1.2):
    lam = factor * relaxation_limit
    residual = trial - occupation(2 * lam - 4 * lam * trial, gamma0, kT0)
    root_counts.append(int(np.sum(residual[1:] * residual[:-1] < 0)))
assert root_counts == [1, 3]

# Sizes of neglected effects, using rough inputs
repulsion, relaxation = 0.5, 0.03               # eV
assert repulsion * slope0 < 1    # spin-symmetric mean-field solution is unique
assert relaxation < relaxation_limit
n_repulsion = self_consistent(x0, gamma0, kT0, repulsion)
n_lattice = self_consistent(x0, gamma0, kT0, -4 * relaxation)
sheet_step = E_OVER_EPS0 * density * distance / permittivity
n_sheet = self_consistent(x0, gamma0, kT0, 2 * sheet_step)
field_MV_cm = 2.0
field_shift = field_MV_cm * 0.1 * distance
n_field_up = occupation(x0 + field_shift, gamma0, kT0)
n_field_down = occupation(x0 - field_shift, gamma0, kT0)
spread = 0.05
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
n_spread = np.sum(weights * occupation(x0 + spread * nodes, gamma0, kT0))
n_spread /= np.sum(weights)
mass, barrier, thickness = 0.2, 2.0, 2.0
kappa = np.sqrt(2 * mass * const.m_e * barrier * const.e) / const.hbar * 1e-9
channel_ratio = np.exp(-2 * kappa * (thickness - 2 * distance))


def flat_band_mV(n):
    return 1000 * sheet_step * 2 * n


print(f"Level above chemical potential x = {x0:.3f} eV")
print(f"Half-width Gamma = {gamma0:.3f} eV")
print(f"Temperature = {temperature:.0f} K, kT = {kT0:.5f} eV")
print(f"Digamma argument = {a0:.4f} + {b0:.4f} i (dimensionless)")
print(f"Im psi = {np.imag(digamma(a0 + 1j*b0)):.5f} (dimensionless)")
print(f"Occupation per spin, digamma = {n0:.5f}")
print(f"Occupation per spin, arctangent = {n_cold:.5f}")
print(f"Occupation per spin, Fermi function = {n_fermi:.5f}")
print(f"T^2 correction alone at 300 K = {thermal_factor*kT0**2:.5f}")
print(f"Actual thermal change at 300 K = {n0-n_cold:.5f}")
print(f"Slope -dn/dx at x = {slope0:.4f} per eV")
print(f"Largest slope, at x=0 = {slope_max:.4f} per eV")
print("Occupation per spin at same x, 300 K: digamma, arctangent")
for g in (0.2, 0.05, 0.01, 0.001):
    print(f"  Gamma {g:.3f} eV: {occupation(x0, g, kT0):.5f}, "
          f"{arctan_law(x0, g):.5f}")
for temp in (77, 200, 400):
    print(f"Occupation at {temp} K = {occupation(x0, gamma0, K_B*temp):.5f}")
print(f"Far level x = {x_far:.1f} eV: occupation = {n_far:.6f}")
print(f"  algebraic tail = {tail:.6f}, Fermi = {fermi(x_far, kT0):.2e}")
print(f"Largest quadrature-digamma difference = {worst:.1e}")
for w, n in zip(widths, n_band):
    print(f"Diagonalized band, half-width {w:.0f} eV: n = {n:.6f}")
print(f"Extrapolated to infinite bandwidth: n = {n_extrapolated:.6f}")
print(f"Site density = {density_cm2:.1e} cm^-2")
print(f"Distance = {distance:.1f} nm, permittivity = {permittivity:.0f}")
print(f"Flat-band shift, digamma = {flat_band_mV(n0):.2f} mV")
print(f"Flat-band shift, arctangent = {flat_band_mV(n_cold):.2f} mV")
print(f"Flat-band shift, Fermi = {flat_band_mV(n_fermi):.2f} mV")
print(f"With repulsion {repulsion:.2f} eV: n = {n_repulsion:.5f}")
print(f"  repulsion times slope = {repulsion*slope0:.3f} (dimensionless)")
print(f"With relaxation {relaxation:.3f} eV: n = {n_lattice:.5f}")
print(f"  uniqueness limit of relaxation = {relaxation_limit:.4f} eV")
print(f"  solutions at 0.8, 1.2 of limit = {root_counts}")
print(f"With collective sheet dipole: n = {n_sheet:.5f}")
print(f"Field {field_MV_cm:.1f} MV/cm shifts level {field_shift:.3f} eV")
print(f"  n for upward, downward shift = "
      f"{n_field_up:.5f}, {n_field_down:.5f}")
print(f"With Gaussian spread {spread:.3f} eV: n = {n_spread:.5f}")
print(f"Tunnel mass {mass:.1f} m_e, barrier {barrier:.1f} eV, "
      f"film {thickness:.1f} nm")
print(f"  decay constant = {kappa:.3f} nm^-1")
print(f"  channel/metal coupling ratio = {channel_ratio:.1e}")
print("checks complete")
```

Running it gives:

```
Level above chemical potential x = 0.100 eV
Half-width Gamma = 0.050 eV
Temperature = 300 K, kT = 0.02585 eV
Digamma argument = 0.8078 + 0.6156 i (dimensionless)
Im psi = 1.02282 (dimensionless)
Occupation per spin, digamma = 0.17443
Occupation per spin, arctangent = 0.14758
Occupation per spin, Fermi function = 0.02047
T^2 correction alone at 300 K = 0.02240
Actual thermal change at 300 K = 0.02684
Slope -dn/dx at x = 1.7138 per eV
Largest slope, at x=0 = 4.4392 per eV
Occupation per spin at same x, 300 K: digamma, arctangent
  Gamma 0.200 eV: 0.35747, 0.35242
  Gamma 0.050 eV: 0.17443, 0.14758
  Gamma 0.010 eV: 0.05734, 0.03173
  Gamma 0.001 eV: 0.02429, 0.00318
Occupation at 77 K = 0.14910
Occupation at 200 K = 0.15910
Occupation at 400 K = 0.19354
Far level x = 1.0 eV: occupation = 0.015937
  algebraic tail = 0.015915, Fermi = 1.59e-17
Largest quadrature-digamma difference = 1.3e-15
Diagonalized band, half-width 5 eV: n = 0.172062
Diagonalized band, half-width 10 eV: n = 0.173234
Diagonalized band, half-width 20 eV: n = 0.173828
Extrapolated to infinite bandwidth: n = 0.174422
Site density = 3.0e+13 cm^-2
Distance = 0.3 nm, permittivity = 20
Flat-band shift, digamma = 28.41 mV
Flat-band shift, arctangent = 24.03 mV
Flat-band shift, Fermi = 3.33 mV
With repulsion 0.50 eV: n = 0.10974
  repulsion times slope = 0.857 (dimensionless)
With relaxation 0.030 eV: n = 0.23363
  uniqueness limit of relaxation = 0.0563 eV
  solutions at 0.8, 1.2 of limit = [1, 3]
With collective sheet dipole: n = 0.14104
Field 2.0 MV/cm shifts level 0.060 eV
  n for upward, downward shift = 0.10588, 0.33320
With Gaussian spread 0.050 eV: n = 0.20423
Tunnel mass 0.2 m_e, barrier 2.0 eV, film 2.0 nm
  decay constant = 3.240 nm^-1
  channel/metal coupling ratio = 1.1e-04
checks complete
```
